\section*{Young modulus of an isotropic strut assembly under affine strain}

\section{Definitions and conventions}

A highly porous solid is modelled as an assembly of straight struts that meet at nodes. The solid has Young modulus $E_s$. A strut has length $l$, uniform cross-section $A$, and a unit vector $\mathbf n$ along its axis; $\mathbf n$ and $-\mathbf n$ describe the same strut. The relative density is
\begin{equation}
\phi=\frac1V\sum_b A_b l_b ,
\label{phi}
\end{equation}
the summed strut volume per volume $V$ of film. Material shared by several struts at a node is counted once for each strut, which is harmless when the struts are slender.

An average weighted by strut volume is written
\begin{equation}
\langle f\rangle=\frac{\sum_b A_bl_b\,f(\mathbf n_b)}{\sum_b A_bl_b}.
\label{avg}
\end{equation}
The assembly is isotropic when this average equals the uniform average over the unit sphere. For the elastic moduli it is enough that this holds when $f$ is a product of two or four components of $\mathbf n$, and a network with this property is also called isotropic below. Lengths and areas may vary from strut to strut.

The film undergoes a small uniform strain $\varepsilon_{ij}$, a symmetric tensor. Repeated indices are summed, and tension and extension are positive. The strain is affine: the end-to-end vector $l\mathbf n$ of each strut becomes $l(\mathbf n+\boldsymbol\varepsilon\mathbf n)$. A rigid rotation may be added without changing any length. Struts are free of stress before loading, obey Hooke's law, and carry axial force alone.

The Young modulus $E$ of the assembly is axial stress divided by axial strain when the lateral faces are free of stress. Under these assumptions
\begin{equation}
E=\frac{\phi E_s}{6},\qquad \nu=\frac14,
\label{result}
\end{equation}
where $\nu$ is the Poisson ratio. No physical constant enters the algebra, which therefore reads the same in atomic units.

Both derivations need the strain of one strut. Its squared length changes by the factor
\begin{equation}
|\mathbf n+\boldsymbol\varepsilon\mathbf n|^2
=1+2\,n_i\varepsilon_{ij}n_j+|\boldsymbol\varepsilon\mathbf n|^2 .
\end{equation}
The last term is of second order. Since $\sqrt{1+2x}=1+x+O(x^2)$, the relative extension is, to first order,
\begin{equation}
e(\mathbf n)=n_i\varepsilon_{ij}n_j .
\label{e}
\end{equation}

\section{First derivation: stored energy}

A strut with strain $e$ stores the energy $\tfrac12E_sA l\,e^2$. Summing over struts, dividing by $V$, and using \eqref{phi} and \eqref{avg} gives the energy density
\begin{equation}
W=\frac{\phi E_s}{2}\langle e^2\rangle
=\frac{\phi E_s}{2}\langle n_in_jn_kn_l\rangle\,\varepsilon_{ij}\varepsilon_{kl}.
\label{W}
\end{equation}
Lengths and areas enter through the strut volume alone. At fixed $\phi$ and fixed orientations, the pore size therefore drops out of this model.

The average in \eqref{W} is a fourth-rank tensor that no rotation changes, so it is a combination of $\delta_{ij}\delta_{kl}$, $\delta_{ik}\delta_{jl}$ and $\delta_{il}\delta_{jk}$. Exchanging any two indices leaves it unchanged, so the three coefficients are equal:
\begin{equation}
\langle n_in_jn_kn_l\rangle
=a(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\end{equation}
Set $i=j$ and $k=l$ and sum. The left side becomes $\langle(\mathbf n\cdot\mathbf n)^2\rangle=1$ and the right side $a(9+3+3)$, so $a=1/15$. Inserting this in \eqref{W} gives
\begin{equation}
W=\frac{\phi E_s}{30}\left[(\varepsilon_{ii})^2+2\varepsilon_{ij}\varepsilon_{ij}\right].
\label{Wiso}
\end{equation}
An isotropic elastic solid has $W=\tfrac12\lambda(\varepsilon_{ii})^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}$. Comparison gives the Lam\'e constants and the bulk modulus:
\begin{equation}
\lambda=\mu=\frac{\phi E_s}{15},\qquad
K=\lambda+\frac{2\mu}{3}=\frac{\phi E_s}{9}.
\label{lame}
\end{equation}

Now stretch the film by $\varepsilon$ along $z$ and let it contract by $\nu\varepsilon$ along $x$ and $y$. Then $\varepsilon_{ii}=(1-2\nu)\varepsilon$ and $\varepsilon_{ij}\varepsilon_{ij}=(1+2\nu^2)\varepsilon^2$, so
\begin{align}
W&=\frac{\phi E_s\varepsilon^2}{30}\left[(1-2\nu)^2+2+4\nu^2\right]\nonumber\\
&=\frac{\phi E_s\varepsilon^2}{30}\left(3-4\nu+8\nu^2\right).
\label{Wnu}
\end{align}
The lateral stress is the derivative of $W$ with respect to lateral strain. On free faces it vanishes, so $-4+16\nu=0$ and $\nu=1/4$. The bracket is then $3-1+\tfrac12=\tfrac52$, and
\begin{equation}
W=\frac{\phi E_s}{12}\,\varepsilon^2 .
\end{equation}
The lateral faces do no work, so this energy equals the work $\tfrac12E\varepsilon^2$ of the axial stress. Hence $E=\phi E_s/6$.

If the lateral faces are clamped instead, $\nu=0$ in \eqref{Wnu} and $W=\phi E_s\varepsilon^2/10$. The corresponding modulus is $\phi E_s/5$, larger by one fifth.

\section{Second derivation: forces across a cut}

The same result follows from counting forces, without an energy. Cut the film by a plane with unit normal $\mathbf m$. Consider first the struts with axes close to $\mathbf n$, equal $A$ and $l$, and volume fraction $d\phi$. There are $d\phi/(Al)$ of them per unit volume. A strut crosses the plane if its centre lies within $\tfrac12l|\mathbf n\cdot\mathbf m|$ of it on either side. The number crossing a unit area is therefore
\begin{equation}
\frac{d\phi}{Al}\;l\,|\mathbf n\cdot\mathbf m|
=\frac{d\phi}{A}\,|\mathbf n\cdot\mathbf m| .
\end{equation}
Choose the sign of $\mathbf n$ so that $\mathbf n\cdot\mathbf m>0$. Each crossing strut then pulls the material behind the plane with the force $E_sA\,e\,\mathbf n$. The area $A$ cancels in the product of number and force. Summing over all struts gives the traction
\begin{equation}
t_i=\phi E_s\langle e\,n_in_j\rangle m_j .
\end{equation}
The averaged expression is even in $\mathbf n$, so the choice of sign no longer matters. Since $t_i=\sigma_{ij}m_j$, the stress is
\begin{equation}
\sigma_{ij}=\phi E_s\langle e\,n_in_j\rangle .
\label{sigma}
\end{equation}
One factor of $\mathbf n$ comes from the direction of the force and the other from the chance of crossing the plane.

For the stretch along $z$, let $\theta$ be the angle between strut and $z$ axis and $c=\cos\theta$. Equation \eqref{e} becomes
\begin{equation}
e=\varepsilon\left[c^2-\nu(1-c^2)\right]=\varepsilon\left[(1+\nu)c^2-\nu\right].
\label{etheta}
\end{equation}
The area element on the unit sphere is proportional to $dc$, so $c$ is uniformly distributed between $-1$ and $1$. Thus $\langle c^2\rangle=1/3$, $\langle c^4\rangle=1/5$, and
\begin{align}
\langle e\rangle&=\varepsilon\left(\frac{1+\nu}{3}-\nu\right)
=\frac{\varepsilon(1-2\nu)}{3},\\
\langle e c^2\rangle&=\varepsilon\left(\frac{1+\nu}{5}-\frac{\nu}{3}\right)
=\frac{\varepsilon(3-2\nu)}{15}.
\end{align}
For the lateral stress, $n_x^2=(1-c^2)\cos^2\psi$, where $\psi$ is the azimuth. The average of $\cos^2\psi$ is $1/2$, so
\begin{align}
\sigma_{xx}&=\frac{\phi E_s}{2}\left(\langle e\rangle-\langle ec^2\rangle\right)\nonumber\\
&=\frac{\phi E_s\varepsilon}{2}\,\frac{(5-10\nu)-(3-2\nu)}{15}
=\frac{\phi E_s\varepsilon}{15}(1-4\nu).
\end{align}
Free lateral faces require $\nu=1/4$. The axial stress is then
\begin{equation}
\sigma_{zz}=\phi E_s\langle ec^2\rangle
=\phi E_s\varepsilon\,\frac{3-\frac12}{15}=\frac{\phi E_s}{6}\,\varepsilon .
\end{equation}
The factor can be read as $\tfrac15-\tfrac1{30}$: the clamped value less the stress released by lateral contraction.

With $\nu=1/4$, equation \eqref{etheta} shows that a strut is unloaded when $\tan^2\theta=4$, that is, $\tan\theta=2$. Struts at larger angles to the pull are compressed by the contraction. They have $|c|<1/\sqrt5$ and, because $c$ is uniform, make up a fraction $1/\sqrt5$ of the strut volume, a little under one half.

\subsection*{Struts confined to the film plane}

Equation \eqref{sigma} also serves other distributions. Let all struts lie in the film plane, with uniformly distributed in-plane angle $\alpha$ from the pull. Then $\langle\cos^4\alpha\rangle=\langle\sin^4\alpha\rangle=3/8$ and $\langle\cos^2\alpha\sin^2\alpha\rangle=1/8$. With $e=\varepsilon(\cos^2\alpha-\nu\sin^2\alpha)$, the in-plane lateral stress is $\phi E_s\varepsilon(1-3\nu)/8$. It vanishes at $\nu=1/3$, and
\begin{equation}
E_{\rm plane}=\phi E_s\left(\frac38-\frac13\cdot\frac18\right)=\frac{\phi E_s}{3}.
\end{equation}
The in-plane modulus is twice the isotropic value at the same $\phi$, but the stiffness normal to the film is zero. The factor $1/6$ thus depends on isotropy.

\section{What each derivation assumes}

Both derivations use small affine strain, axial forces and an isotropic distribution. They differ in what else they need and in what they reveal when affine motion is wrong.

The cut needs the force in a strut at a given strain, but no stored energy. If the strut stress is some other function $s(e)$, the same count gives $\sigma_{ij}=\phi\langle s(e)n_in_j\rangle$. It does need a homogeneous assembly, so that the crossing numbers represent the whole film. If the forces at a node do not balance, planes on its two sides carry different forces, and \eqref{sigma} is their mean over plane positions. External forces would then be needed to hold the nodes in their affine positions.

The energy derivation requires elastic struts, and in return it gives the sign of the error. Take a pin-jointed network whose average strain is prescribed and whose nodes are otherwise free. It settles at the lowest energy. The affine positions are one permitted choice, so for every strain
\begin{equation}
W_{\rm relaxed}(\boldsymbol\varepsilon)\le W_{\rm affine}(\boldsymbol\varepsilon).
\label{bound}
\end{equation}
For a given axial strain, $\tfrac12E\varepsilon^2$ is the minimum of $W$ over the remaining strain components, and taking this minimum preserves the inequality. For a pin-jointed network with isotropic strut orientations, $\phi E_s/6$ is therefore an upper bound on $E$.

\subsection*{When the bound is reached}

The energy is a convex quadratic function of the node positions, so affine motion is the minimum if it leaves every node in balance. With $\mathbf n_b$ pointing away from the node, the condition is
\begin{equation}
\mathbf F=\sum_b E_sA_b\,e(\mathbf n_b)\,\mathbf n_b=0 .
\label{F}
\end{equation}
Because $e(-\mathbf n)=e(\mathbf n)$, two opposite struts of equal area cancel, whatever their lengths. Networks in which all struts at each node form such pairs therefore have the affine stiffness.

A body-centred cubic lattice gives an isotropic example. Put a fraction $f$ of the strut volume along cube edges and the rest along body diagonals. Averages with an odd power of any component vanish by symmetry, and
\begin{equation}
\langle n_x^4\rangle=\frac f3+\frac{1-f}{9},\qquad
\langle n_x^2n_y^2\rangle=\frac{1-f}{9}.
\end{equation}
Isotropy requires $\langle n_x^4\rangle=3\langle n_x^2n_y^2\rangle$, hence $f/3=2(1-f)/9$ and $f=2/5$. The averages are then $1/5$ and $1/15$, as on the sphere. A numerical test with all nodes free to relax gave $E/(\phi E_s)=0.166667$ in each of 20 directions.

Each strut of this truss was then removed with probability 0.3, which left 9.5 struts per node and broke the complete pairing at most nodes. In this one sample the relaxed modulus was 0.69 of the affine modulus of the same remaining struts, both averaged over orientation at equal strain. The lower density is contained in both values, so the ratio measures the relaxation.

\subsection*{When affine motion fails}

In a diamond network each node has four equal struts, with $\mathbf n=(s_x,s_y,s_z)/\sqrt3$, $s_i=\pm1$ and $s_xs_ys_z=1$. It follows that $s_xs_y=s_z$, and cyclically. Equation \eqref{e} becomes
\begin{equation}
e=\frac{\varepsilon_{ii}}3+\frac23\left(\varepsilon_{yz}s_x+\varepsilon_{xz}s_y+\varepsilon_{xy}s_z\right).
\end{equation}
The two nodes of the primitive cell can also shift relative to each other by $\mathbf w$, which adds $\mathbf n\cdot\mathbf w/l=(s_xw_x+s_yw_y+s_zw_z)/(\sqrt3\,l)$. The choice $w_x=-2l\varepsilon_{yz}/\sqrt3$, and cyclically, removes the whole bracket. This is the minimum, because the sum of each $s_i$ over the four struts is zero and the energy has no cross term. What remains is
\begin{equation}
W=\frac{\phi E_s}{2}\left(\frac{\varepsilon_{ii}}3\right)^2
=\frac12\,\frac{\phi E_s}{9}\,(\varepsilon_{ii})^2 .
\end{equation}
The bulk modulus keeps its affine value, but the five strains that preserve volume cost nothing. A pull can be accommodated at constant volume, so $E=0$.

Rigid joints restore shear stiffness through bending. A transverse end displacement $\delta$ costs an energy of order $E_sI\delta^2/l^3$, while an equal axial extension costs order $E_sA\delta^2/l$. For a round strut $I=A^2/(4\pi)$, so the ratio is of order $A/l^2$, which is proportional to $\phi$ for a fixed network shape. The shear modulus $G$ then scales as $\phi\cdot\phi=\phi^2$. Since $K$ scales as $\phi$, the relation $E=9KG/(3K+G)$ tends to $3G$ at low density, and $E$ also scales as $\phi^2$. The computed exponent between $\phi=0.002$ and $0.001$ is 1.99.

\section{Example: a highly porous silica film}

Take $E_s=70$ GPa, $\phi=0.20$ and round struts of diameter $d=2$ nm. These are rough values for a silica skeleton with 80 percent porosity. The affine result is
\begin{equation}
E=\frac{0.20\times70\ \text{GPa}}6=2.3\ \text{GPa}=0.015\ \text{eV/\AA}^3 .
\end{equation}
The shear and bulk moduli from \eqref{lame} are 0.9 and 1.6 GPa. At an axial strain of 0.1 percent the film stress is 2.3 MPa. A strut along the pull carries $70\ \text{GPa}\times10^{-3}=70$ MPa. At $45^\circ$ the stress is $70(\tfrac12-\tfrac18)=26$ MPa, at $63.4^\circ$ it is zero, and across the pull it is $-70/4=-17.5$ MPa.

The effect of low coordination can be sized with a diamond frame of the same $\phi$ and $d$. One strut occupies $16l^3/(12\sqrt3)$ of the volume, so $\phi=(3\sqrt3/4)A/l^2$. With $A=\pi d^2/4$ this gives $l=4.5$ nm and $d/l=0.44$. The frame was computed with rigid joints, including bending, shear and torsion of the struts, for a solid Poisson ratio of 0.17 and a beam shear coefficient of 0.9; values of 0.875 to 1.0 for this coefficient shift the ratios below by about 0.01. For randomly oriented grains of this frame, the equal-strain and equal-stress averages are 1.3 and 1.1 GPa, or 0.55 and 0.46 of the affine value. The affine value is thus about twice that of this frame of beams.

Such short struts also overlap appreciably. The solid fraction with shared material counted once is 0.165, so 17 percent of the summed volume is double counting. If 0.165 were the measured density and were inserted in \eqref{result}, the estimate would be $70\times0.165/6=1.9$ GPa, still above the frame values. The frame also omits the extra stiffness of thick joints, which is large at this $d/l$. Treated as a continuous elastic solid, the same union of cylinders has equal-strain and equal-stress averages near 2.0 and 1.7 GPa, each uncertain by about 0.1 GPa, and a bulk modulus near 1.9 GPa. For a solid of this shape the affine value of 2.3 GPa is therefore too high by a factor of about 1.2 to 1.4, not two, and the estimate of 1.9 GPa lies between the two averages.

Clamped lateral faces, as for a wide film on a stiff substrate compressed uniformly along its normal, raise the affine modulus to 2.8 GPa. The clamped modulus of an isotropic solid is $K+4G/3$, so clamping matters more when $G$ is small compared with $K$. For the diamond frame, $K=1.56$ GPa and $G=3KE/(9K-E)$ give 2.1 to 2.2 GPa, which is 1.7 to 1.9 times the value with free faces. Euler's formula for a slender pinned strut, only a rough guide at $d/l=0.44$, puts buckling at a compressive strain
\begin{equation}
\frac{\pi^2E_sI/l^2}{E_sA}=\frac{\pi^2d^2}{16\,l^2}=12\ \text{percent},
\end{equation}
against an axial compression of at most 0.025 percent in the affine example. With a rough relative change of the solid modulus of $2\times10^{-4}$ per kelvin, heating by 100 K changes the film modulus by 2 percent.

At $d/l=0.44$ the struts are already not slender, and the description becomes poorer in a denser film. If the skeleton is softer than silica, the film modulus in this model falls in proportion to $E_s$. The diamond frame shows how non-affine motion of fourfold nodes lowers the modulus below the affine value, with bending supplying the shear stiffness that remains. It is a model network of beams and does not predict the modulus of a particular film. Measured silica gels, whose skeletons are irregular and partly unloaded, stiffen roughly as the third to fourth power of density, and at this porosity they are commonly below 1 GPa, well under both model values.

\section{Numerical support for the factor}

Three calculations test \eqref{result} numerically. The first used the full deformed lengths at a strain of $10^{-4}$ and minimized the energy over lateral strain. It gave $E/(\phi E_s)=0.16667$ and $\nu=0.2500$. The second summed 200\,000 randomly oriented struts of unequal length and area and gave 0.1663. This is 0.2 percent below $1/6$, within the sampling scatter, whose standard deviation for this number of struts is about 0.3 percent. The third is the relaxed body-centred truss described above, which also tests the force balance. The numerical output follows this text.

\section*{Computed values}
\begin{verbatim}
TESTS OF THE FACTOR (E divided by phi*E_s, no unit)
exact lengths, free sides: 0.16667
exact lengths, Poisson ratio: 0.25000
exact lengths, clamped sides: 0.20001
random assembly of 200000 struts: 0.16628
relaxed body-centred truss, least of 20 directions: 0.166667
same truss, greatest of 20 directions: 0.166667
struts per node after random removal: 9.52
relaxed/affine E after removal: 0.686
EXAMPLE INPUTS (rough, highly porous silica regime)
solid Young modulus: 70 GPa
relative density, summed strut volume: 0.20
strut diameter: 2.0 nm
solid Poisson ratio: 0.17
EXAMPLE RESULTS
film Young modulus: 2.333 GPa
film Young modulus: 0.01456 eV/angstrom^3
film shear modulus: 0.933 GPa
film bulk modulus: 1.556 GPa
applied axial strain: 0.10 percent
film stress: 2.333 MPa
stress in strut along the pull: 70.00 MPa
stress in strut at 45 degrees: 26.25 MPa
stress in strut across the pull: -17.50 MPa
angle of the unloaded strut: 63.43 degrees
NEGLECTED EFFECTS FOR THE SAME NUMBERS
diamond network strut length: 4.52 nm
diamond strut diameter/length: 0.443
pin-jointed diamond bulk modulus: 1.556 GPa
pin-jointed diamond, vanishing stiffnesses out of 6: 5
rigid-jointed diamond E, upper average: 1.275 GPa
rigid-jointed diamond E, lower average: 1.070 GPa
upper average / affine E: 0.546
lower average / affine E: 0.459
power of density in E, thin diamond frame: 1.994
solid fraction with node overlap counted once: 0.165
overlap share of summed strut volume: 17 percent
modulus with clamped sides: 2.800 GPa
pinned-strut buckling strain: 12.1 percent
largest strut compression at applied strain: 0.025 percent
rough relative change of solid modulus: 2e-04 per K
heating in use: 100 K
modulus change on heating: 2 percent
\end{verbatim}
